# Why Low-Frequency Whistler Energy Stays Within 19.5 Degrees of the Field, part 1

(Sections cited here and not found follow in the second part.)

## Ray direction from the electron equations

Suppose we want to calculate where the power from a helicon antenna goes in a plasma reactor. The wafer lies 30 cm from the antenna along a steady magnetic field, and the chamber is 40 cm wide. Before setting up a ray calculation we must decide how much plasma to include at each side of the antenna. A wave whose crests advance at 54.7 degrees to the field would, if its energy followed the crests, move about 42 cm sideways on the way to the wafer. It would meet the wall first. If its energy turns toward the field, a much narrower region is enough. The choice depends on the angle between the group velocity and the field.

For a whistler whose frequency is far below the electron cyclotron frequency, yet high enough that the ions hardly move, that angle has a ceiling. Let \(\theta\) be the angle between the wave vector \(\mathbf k\) and the static field \(\mathbf B_0=B_0\hat{\mathbf z}\), and let \(\psi\) be the angle between the group velocity and the same field. For \(0\le\theta<90^\circ\),

\[
\tan\psi=\frac{\sin\theta\cos\theta}{1+\cos^2\theta},
\qquad 0\le\psi\le\arcsin\frac13=19.47^\circ .
\]

### The dispersion law

The plasma is uniform, unbounded, cold and free of collisions. Its electron density is \(n\), the ions do not move, and the electrons have no mean drift. Disturbances are small, so products of wave quantities are dropped. All wave quantities vary as \(\exp[i(\mathbf k\cdot\mathbf r-\omega t)]\), with \(\omega>0\) and real \(\mathbf k\). A time derivative therefore becomes \(-i\omega\), and a curl becomes \(i\mathbf k\times\).

At low frequency the electron's inertial force is first neglected. The electric and magnetic forces on it must then balance:

\[
\mathbf E=-\mathbf v\times\mathbf B_0 .
\]

The electrons carry the current, \(\mathbf J=-ne\mathbf v\), where \(e>0\). With the displacement current neglected, Ampère's law \(i\mathbf k\times\mathbf b=\mu_0\mathbf J\) gives

\[
\mathbf v=-\frac{i}{\mu_0ne}\,\mathbf k\times\mathbf b ,
\]

where \(\mathbf b\) is the wave's magnetic field. This velocity is perpendicular to \(\mathbf k\), so \(\mathbf k\cdot\mathbf v=0\): the electron flow does not compress the plasma.

Faraday's law, \(\partial\mathbf b/\partial t=-\nabla\times\mathbf E\), becomes \(\omega\mathbf b=\mathbf k\times\mathbf E\). We insert the force balance and expand the double cross product:

\[
\omega\mathbf b=-\mathbf k\times(\mathbf v\times\mathbf B_0)
=-\mathbf v(\mathbf k\cdot\mathbf B_0)+\mathbf B_0(\mathbf k\cdot\mathbf v)
=-k_zB_0\mathbf v .
\]

The term with \(\mathbf k\cdot\mathbf v\) has vanished. Replacing \(\mathbf v\) by its expression from Ampère's law gives

\[
\omega\mathbf b=iCk_z\,\mathbf k\times\mathbf b,
\qquad C=\frac{B_0}{\mu_0ne}.
\]

To remove the cross product we apply this relation a second time. Because \(\mathbf k\cdot\mathbf b=0\), we have \(\mathbf k\times(\mathbf k\times\mathbf b)=-k^2\mathbf b\), and so

\[
\omega^2\mathbf b=(iCk_z)^2\,\mathbf k\times(\mathbf k\times\mathbf b)
=C^2k_z^2k^2\mathbf b .
\]

For \(k_z>0\) the positive root is

\[
\omega=Ckk_z=Ck^2\cos\theta .
\]

One power of \(k\) comes from the current needed to support a curved magnetic field. The factor \(k_z\) appears because the electrons carry the static field with them, and change it only where their velocity varies along \(\mathbf B_0\). This second factor is what makes the wave anisotropic.

The same vector relation fixes the polarization. Inserting \(\omega=Ckk_z\) gives \(i\hat{\mathbf k}\times\mathbf b=\mathbf b\). Choose perpendicular unit vectors \(\mathbf e_1\) and \(\mathbf e_2\) with \(\mathbf e_1\times\mathbf e_2=\hat{\mathbf k}\). Then \(\hat{\mathbf k}\times\mathbf e_1=\mathbf e_2\) and \(\hat{\mathbf k}\times\mathbf e_2=-\mathbf e_1\), and the solution is

\[
\mathbf b=b_0(\mathbf e_1+i\mathbf e_2).
\]

The wave field has constant size and turns in a circle about \(\mathbf k\).

### Differentiating the frequency

A wave packet on this branch has a spectrum \(A(\mathbf k)e^{-i\omega(\mathbf k)t}\). In Fourier space, multiplication by position is represented by \(i\nabla_{\mathbf k}\), and

\[
i\nabla_{\mathbf k}\left(Ae^{-i\omega t}\right)
=\left(i\nabla_{\mathbf k}A+t\,A\nabla_{\mathbf k}\omega\right)e^{-i\omega t}.
\]

Taking the mean position with weight \(|A|^2\) shows that the packet's centre moves at the average of \(\nabla_{\mathbf k}\omega\) over its spectrum. For a narrow spectrum this average is the group velocity \(\mathbf v_g=\nabla_{\mathbf k}\omega\) at the central wave vector.

In \(\omega=Ckk_z\) there are two factors to differentiate. Since \(\nabla_{\mathbf k}k=\hat{\mathbf k}\) and \(\nabla_{\mathbf k}k_z=\hat{\mathbf z}\),

\[
\mathbf v_g=C(k_z\hat{\mathbf k}+k\hat{\mathbf z})
=Ck(\hat{\mathbf z}+\cos\theta\,\hat{\mathbf k}).
\]

The group velocity is thus a sum of two vectors. One has relative length 1 and points along the static field. The other points along the wave vector and has relative length \(\cos\theta\), which shrinks as the wave vector turns away from the field.

The energy flux gives the same velocity. From \(\omega\mathbf b=-k_zB_0\mathbf v\) we have \(\mathbf v=-\omega\mathbf b/(k_zB_0)\), hence \(\mathbf E=(\omega/k_z)\,\mathbf b\times\hat{\mathbf z}\). The time-averaged Poynting vector is

\[
\mathbf S=\frac{1}{2\mu_0}\operatorname{Re}(\mathbf E\times\mathbf b^*)
=\frac{\omega}{2\mu_0k_z}\operatorname{Re}
\left[\hat{\mathbf z}\,|\mathbf b|^2-\mathbf b(\hat{\mathbf z}\cdot\mathbf b^*)\right].
\]

For the circular field, \(|\mathbf b|^2=2b_0^2\). The real part of \(\mathbf b(\hat{\mathbf z}\cdot\mathbf b^*)\) is \(b_0^2\) times the part of \(\hat{\mathbf z}\) perpendicular to \(\mathbf k\), namely \(b_0^2(\hat{\mathbf z}-\cos\theta\,\hat{\mathbf k})\). Therefore

\[
\mathbf S=\frac{\omega b_0^2}{2\mu_0k_z}
(\hat{\mathbf z}+\cos\theta\,\hat{\mathbf k}).
\]

In this model neither the electrons' kinetic energy nor the electric-field energy is retained. The mean energy density is \(|\mathbf b|^2/(4\mu_0)=b_0^2/(2\mu_0)\). Dividing the flux by it, and using \(\omega/k_z=Ck\), returns \(\mathbf v_g\). The angle \(\psi\) is therefore the direction of energy flow as well as of packet motion.

### The largest angle

Let \(\mathbf k\) lie in the \(xz\) plane, with \(\hat{\mathbf k}=(\sin\theta,0,\cos\theta)\). The components along and across the field are

\[
v_\parallel=Ck(1+\cos^2\theta),\qquad
v_\perp=Ck\sin\theta\cos\theta .
\]

Their squares add to \(C^2k^2\) times

\[
1+2\cos^2\theta+\cos^4\theta+(1-\cos^2\theta)\cos^2\theta
=1+3\cos^2\theta ,
\]

so \(|\mathbf v_g|=Ck\sqrt{1+3\cos^2\theta}\). Their ratio is the formula for \(\tan\psi\) stated above. With \(t=\tan\theta\), division of its numerator and denominator by \(\cos^2\theta\) gives

\[
\tan\psi=\frac{t}{(1+t^2)+1}=\frac{t}{2+t^2}.
\]

A square cannot be negative, so \((t-\sqrt2)^2\ge0\), or \(2+t^2\ge2\sqrt2\,t\). Since \(t\ge0\),

\[
0\le\tan\psi\le\frac{1}{2\sqrt2}.
\]

A right triangle with legs \(1\) and \(2\sqrt2\) has hypotenuse \(\sqrt{1+8}=3\). The upper limit therefore means \(\sin\psi=1/3\), or \(\psi=19.47^\circ\). Equality requires \(t=\sqrt2\), which gives \(\cos\theta=1/\sqrt3\) and \(\theta=54.74^\circ\).

A drawing shows where the factor one third comes from. In units of \(Ck\), the double-angle identities turn the components into

\[
(v_\perp,v_\parallel)=
\left(\tfrac12\sin2\theta,\ \tfrac32+\tfrac12\cos2\theta\right).
\]

At fixed \(k\), the tip of the velocity vector moves on a circle of radius \(1/2\) whose centre lies a distance \(3/2\) along the field. The steepest line from the origin to this circle is a tangent. The radius to the point of contact is perpendicular to it, so \(\sin\psi=(1/2)/(3/2)=1/3\).

For small \(\theta\), the formula gives \(\psi\approx\theta/2\): the two vectors in the sum have nearly equal lengths, and the resultant bisects their directions. As \(\theta\) approaches \(90^\circ\), \(\tan\psi\approx1/t\), so \(\psi\) approaches \(90^\circ-\theta\). The vector along \(\mathbf k\) has almost disappeared. Thus, in this model without electron inertia, wave normals at 15, 45, 80 and 89 degrees have rays at 7.4, 18.4, 9.4 and 1.0 degrees. Inertia changes the values near \(90^\circ\) most.

Every ray angle between zero and the maximum belongs to two wave normals. If \(\tan\psi=T\), then

\[
t^2-\frac{t}{T}+2=0 ,
\]

and the product of the two roots is \(t_1t_2=2\). A normal at \(30^\circ\) and one at \(73.9^\circ\) both send energy at \(13.9^\circ\). The ray direction alone does not identify the wave.

At \(\theta=90^\circ\) the law gives \(\omega=0\), so there is no oscillating wave. Above \(90^\circ\), positive frequency requires \(\omega=Ck^2|\cos\theta|\). The picture is then mirrored, and energy travels within the same angle of \(-\mathbf B_0\).

### A packet of finite width

The centre of a real packet moves at an average velocity, which can be a little different from \(\mathbf v_g\) at the spectral peak. Take a two-dimensional packet whose weight \(|A|^2\) is Gaussian, with standard deviation \(\sigma=0.05k_0\) in each component about a central wavenumber \(k_0\). The first-order deviations average to zero. The second-order ones give

\[
\langle\mathbf v_g\rangle=\mathbf v_g+\frac{\sigma^2}{2}\nabla^2_{\mathbf k}\mathbf v_g .
\]

For a function \(kf(\theta)\), the plane Laplacian is \((f+f'')/k\). Applied to the circle formula, it gives \(-\tfrac32C\sin2\theta/k\) for the perpendicular component and \(3C\sin^2\theta/k\) for the parallel one. At \(\theta=54.74^\circ\), in units of \(Ck_0\), the mean components are

\[
0.4714-0.0018=0.4696,\qquad
1.3333+0.0025=1.3358 .
\]

Their ratio corresponds to \(19.37^\circ\). A packet with this spectrum, evolved numerically with the simple dispersion law, also moved at \(19.37^\circ\). The shortfall of \(0.10^\circ\) from the maximum is therefore due to spectral width.

### Numbers for a reactor

For the reactor, take 13.56 MHz, 20 mT and an electron density of \(2.0\times10^{12}\ \mathrm{cm^{-3}}\). These are rough values for a large-area argon helicon source. They give \(C=4.967\times10^4\ \mathrm{m^2/s}\) and \(\omega=2\pi\times13.56\times10^6=8.52\times10^7\ \mathrm{s^{-1}}\). At the wave normal of greatest ray angle,

\[
k=\sqrt{\frac{\omega}{C\cos\theta}}
=\sqrt{\frac{8.52\times10^7}{(4.967\times10^4)(0.577)}}\ \mathrm{m^{-1}}
=0.545\ \mathrm{cm^{-1}} .
\]

The wavelength is \(2\pi/k=11.5\) cm. Since \(1+3\cos^2\theta=2\) at this angle, the group speed is \(\sqrt2\,Ck=3.83\times10^3\) km/s. Over 30 cm along the field, the greatest sideways displacement is

\[
30\times\frac{1}{2\sqrt2}=10.6\ \mathrm{cm}.
\]

For these waves the ray region needs a margin of about 11 cm beyond each edge of the antenna, instead of 42 cm. This estimate inherits the uniform, unbounded plasma of the model.

The neglect of displacement current can be checked from the fields already found. Its ratio to the retained curl of \(\mathbf b\) is of order \(\omega^2/(c^2kk_z)\), where \(c\) is the speed of light. Here this is about \(5\times10^{-5}\). Electron inertia is a larger omission, and its effect depends on how close the wave normal is to \(90^\circ\).

## Ray direction from the constant-frequency curve

The angles \(\theta\) and \(\psi\) are those of the wave vector and of the energy flow, both measured from the static field \(B_0\hat{\mathbf z}\). The electron density is \(n\), the wave magnetic field is \(\mathbf b\), and \(t=\tan\theta\). The simple law is \(\omega=Ck^2\cos\theta\), with \(C=B_0/(\mu_0ne)\). Differentiating it gave \(\tan\psi=t/(2+t^2)\), whose maximum is \(19.47^\circ\) at \(\theta=54.74^\circ\). In the reactor example the frequency is 13.56 MHz, the wavelength at that normal is 11.5 cm, and the wafer is 30 cm away.

### Waves from a steady antenna

An antenna driven at one frequency does not launch a short packet. Beyond a near field that dies away close to the antenna, it produces a steady field made of plane waves whose wave vectors satisfy \(\omega(\mathbf k)=\omega\). In a plane containing \(\mathbf B_0\), these vectors end on a curve \(k(\theta)\). The direction of energy flow can be found from the shape of this curve.

At a distance \(r\) from the antenna, in a direction \(\psi\), the phase of one plane wave is

\[
\Phi(\theta)=\mathbf k\cdot\mathbf r=rk(\theta)\cos(\theta-\psi).
\]

When \(r\) is many wavelengths, neighbouring waves have very different phases and mostly cancel. They add where the phase is stationary, \(d\Phi/d\theta=0\). With a prime for differentiation by \(\theta\),

\[
k'\cos(\theta-\psi)-k\sin(\theta-\psi)=0,
\qquad
\tan(\theta-\psi)=\frac{k'}{k}.
\]

This condition says that \(\mathbf r\) is perpendicular to the tangent of the curve, so the ray is a normal to the curve. The full surface is obtained by rotation about \(\mathbf B_0\), and by symmetry its normal lies in the plane of \(\mathbf k\) and \(\mathbf B_0\).

A curve has two opposite normals, and causality selects one. Let the antenna's strength grow slowly as \(e^{\epsilon\tau}\), where \(\tau\) is time and \(\epsilon>0\). Its frequency is then \(\omega+i\epsilon\). The wave vector must change by \(\delta\mathbf k\), with \(\nabla_{\mathbf k}\omega\cdot\delta\mathbf k=i\epsilon\). If \(\hat{\mathbf n}\) is the normal pointing toward higher frequency, we may take \(\delta\mathbf k=i\epsilon\hat{\mathbf n}/|\nabla_{\mathbf k}\omega|\). The wave acquires a factor \(\exp(-\epsilon\hat{\mathbf n}\cdot\mathbf r/|\nabla_{\mathbf k}\omega|)\). The field farther out was launched earlier, when the antenna was weaker, so it must be smaller. Hence \(\mathbf r\) points along \(+\hat{\mathbf n}\), the direction of the group velocity.

Differentiating the simple dispersion law has limited the ray angle to \(19.47^\circ\), and the stationary-phase argument has shown that a steady wave's ray is normal to its constant-frequency curve. It remains to recover the bound from that curve, and to examine electron inertia, ion motion, collisions and the finite chamber.
